# How much impurity a gettering layer leaves in a wafer: test program

```python
"""Equilibrium gettering of an impurity from a wafer into a layer.

Result under test: the fraction of all impurity atoms left in the wafer is
    f = 1 / (1 + K * t_layer / t_wafer),
K = (layer concentration)/(wafer concentration) at equilibrium
  = (layer site density / wafer site density) * exp(binding / kT).
Independent roads: explicit counting of arrangements, full site occupancies
at one common chemical potential, and a discretized diffusion problem.
Lengths are in cm, energies in eV, times in s, concentrations in cm^-3.
"""
import numpy as np
from scipy.constants import k as k_joule, e as charge
from scipy.optimize import brentq
from scipy.special import gammaln, logsumexp

KB = k_joule / charge
WAFER = 160e-4
LAYER = 150e-7
TEMP = 1073.0
BINDING = 1.5
WAFER_SITES = 5e22
LAYER_SITES = 1e20
START = 1e12
SOLUBILITY = 3e12      # rough size for iron in silicon near TEMP
D_PREFACTOR = 1e-3     # rough, interstitial iron in silicon
D_BARRIER = 0.67       # rough


def partition(temp=TEMP, binding=BINDING):
    return LAYER_SITES / WAFER_SITES * np.exp(binding / (KB * temp))


def formula(temp=TEMP, binding=BINDING, layer=LAYER):
    return 1 / (1 + partition(temp, binding) * layer / WAFER)


def diffusivity(temp):
    return D_PREFACTOR * np.exp(-D_BARRIER / (KB * temp))


def common_mu_fraction(start, temp=TEMP, binding=BINDING, layer=LAYER,
                       profile=np.ones(1)):
    """Wafer fraction from full occupancies, no dilute approximation."""
    slice_sites = LAYER_SITES * profile * layer / len(profile)

    def contents(log_z):
        in_wafer = WAFER_SITES * WAFER / (1 + np.exp(-log_z))
        occupancy = 1 / (1 + np.exp(-log_z - binding / (KB * temp)))
        return in_wafer, np.sum(slice_sites * occupancy)

    target = np.log(start * WAFER)
    log_z = brentq(lambda y: np.log(sum(contents(y))) - target,
                   -80, 0, xtol=1e-12)
    in_wafer, in_layer = contents(log_z)
    return in_wafer / (in_wafer + in_layer)


def counted_fraction(atoms, layer_sites):
    """Mean wafer fraction by summing over all splits of the atoms."""
    wafer_sites = layer_sites * WAFER_SITES * WAFER / (LAYER_SITES * LAYER)

    def log_choose(sites):
        steps = np.log(sites - np.arange(atoms))
        total = np.concatenate(([0.0], np.cumsum(steps)))
        return total - gammaln(np.arange(atoms + 1) + 1)

    in_layer = np.arange(atoms + 1)
    log_weight = (log_choose(layer_sites) + log_choose(wafer_sites)[::-1]
                  + in_layer * BINDING / (KB * TEMP))
    weight = np.exp(log_weight - logsumexp(log_weight))
    return np.sum(weight * (atoms - in_layer)) / atoms


N_LAYER, N_WAFER = 5, 100
WIDTHS = np.concatenate((np.full(N_LAYER, LAYER / N_LAYER),
                         np.full(N_WAFER, WAFER / N_WAFER)))


class Diffusion:
    """Layer and wafer cut into cells; contents are atoms per area."""

    def __init__(self, temp, interface_velocity=np.inf):
        capacity = WIDTHS.copy()
        capacity[:N_LAYER] *= partition(temp)
        resistance = (WIDTHS[1:] + WIDTHS[:-1]) / (2 * diffusivity(temp))
        resistance[N_LAYER - 1] += 1 / interface_velocity
        g = 1 / resistance
        matrix = np.diag(np.append(g, 0) + np.append(0, g))
        matrix -= np.diag(g, 1) + np.diag(g, -1)
        self.root = np.sqrt(capacity)
        self.rates, self.modes = np.linalg.eigh(
            matrix / np.outer(self.root, self.root))

    def evolve(self, content, time):
        amplitude = self.modes.T @ (content / self.root)
        return self.root * (self.modes @ (np.exp(-self.rates * time)
                                          * amplitude))


def wafer_share(content):
    return content[N_LAYER:].sum() / content.sum()


def cool(content, kelvin_per_min, step, end=773.0):
    for i in range(int(round((TEMP - end) / step))):
        middle = TEMP - (i + 0.5) * step
        content = Diffusion(middle).evolve(content,
                                           60 * step / kelvin_per_min)
    return wafer_share(content)


K = partition()
ratio = K * LAYER / WAFER
f = formula()

# Dilute counting and common chemical potential against the formula.
f_count = counted_fraction(50, 2_000_000)
f_mu = common_mu_fraction(START)
assert abs(f_count / f - 1) < 1e-4
assert abs(f_mu / f - 1) < 1e-4
for temp, binding, layer in ((1173, 1.3, 3e-5), (973, 1.5, 5e-6),
                             (1073, 1.1, 1e-3)):
    direct = common_mu_fraction(START, temp, binding, layer)
    assert abs(direct / formula(temp, binding, layer) - 1) < 1e-3

# As many atoms as layer sites: the dilute formula must fail, and the
# quadratic for saturable sites must hold (finite count: error about 1/4000).
start_full = LAYER_SITES * LAYER / WAFER
f_full_count = counted_fraction(4000, 4000)
f_full = (-1 + np.sqrt(1 + 4 * ratio)) / (2 * ratio)
assert abs(f_full_count / f_full - 1) < 2e-3
assert abs(common_mu_fraction(start_full) / f_full - 1) < 1e-3
assert f_full > 2 * f

# General saturation relation at a partly filled layer.
a = 0.5
f_half = common_mu_fraction(a * start_full)
left_side = (1 - f_half) / (1 - a * (1 - f_half))
assert abs(left_side / (ratio * f_half) - 1) < 1e-3

# Site density falling linearly to zero through the layer.
falling = 1 - (np.arange(200) + 0.5) / 200
f_falling = common_mu_fraction(START, profile=falling)
assert abs(f_falling * (1 + ratio / 2) - 1) < 1e-4

# Layer thickness that leaves one percent.
layer_one = WAFER * (1 / 0.01 - 1) / K
assert abs(common_mu_fraction(START, layer=layer_one) / 0.01 - 1) < 1e-3

# Diffusion: slowest mode, final state, dirty layer, interface barrier.
D = diffusivity(TEMP)
q = brentq(lambda y: ratio * y * np.cos(y) + np.sin(y), np.pi / 2, np.pi)
tau = WAFER**2 / (D * q**2)
system = Diffusion(TEMP)
tau_grid = 1 / system.rates[1]
assert abs(tau_grid / tau - 1) < 3e-3   # cells and finite layer thickness
clean = np.where(np.arange(len(WIDTHS)) < N_LAYER, 0.0, START * WIDTHS)
assert abs(wafer_share(system.evolve(clean, 1e4)) / f - 1) < 1e-5
dirty = clean.copy()
dirty[:N_LAYER] = 0.5 * START * WAFER / N_LAYER
final = system.evolve(dirty, 1e4)[N_LAYER:].sum() / (START * WAFER)
assert abs(final / (1.5 * f) - 1) < 1e-5
velocity = D / WAFER
blocked = Diffusion(TEMP, velocity)
tau_blocked = 1 / blocked.rates[1]
assert tau_blocked > 1.5 * tau_grid
assert abs(wafer_share(blocked.evolve(clean, 2e4)) / f - 1) < 1e-5
share_5 = wafer_share(system.evolve(clean, 300))
share_30 = wafer_share(system.evolve(clean, 1800))
time_near = brentq(lambda t: wafer_share(system.evolve(clean, t)) - 1.1 * f,
                   1, 1e4)

# Cooling from the equilibrated state, with a check on the step size.
held = system.evolve(clean, 1e4)
slow = cool(held, 10, 2.0)
fast = cool(held, 1000, 2.0)
assert abs(cool(held, 10, 4.0) / slow - 1) < 0.02
assert slow < fast < f

C_wafer = f * START
C_layer = (1 - f) * START * WAFER / LAYER
assert START < SOLUBILITY

print(f"wafer thickness: {WAFER*1e4:.0f} um")
print(f"layer thickness: {LAYER*1e7:.0f} nm")
print(f"thickness ratio layer/wafer: {LAYER/WAFER:.4e}")
print(f"anneal temperature: {TEMP:.0f} K")
print(f"thermal energy kT: {KB*TEMP:.5f} eV")
print(f"binding free energy: {BINDING:.2f} eV")
print(f"wafer site density: {WAFER_SITES:.1e} cm^-3")
print(f"layer site density: {LAYER_SITES:.1e} cm^-3")
print(f"initial iron in wafer: {START:.1e} cm^-3")
print(f"rough iron solubility at anneal: {SOLUBILITY:.0e} cm^-3")
print(f"Boltzmann factor exp(E/kT): {np.exp(BINDING/(KB*TEMP)):.4e}")
print(f"partition coefficient K: {K:.4e}")
print(f"r = K * thickness ratio: {ratio:.3f}")
print(f"wafer fraction f, formula: {f:.6f}")
print(f"f, counting 50 atoms: {f_count:.6f}")
print(f"f, common chemical potential: {f_mu:.6f}")
print(f"final iron in wafer: {C_wafer:.3e} cm^-3")
print(f"final iron in layer: {C_layer:.3e} cm^-3")
print(f"layer thickness leaving 1 percent: {layer_one*1e7:.0f} nm")
print(f"f with binding 1.4 eV: {formula(binding=1.4):.4f}")
print(f"f with binding 1.6 eV: {formula(binding=1.6):.4f}")
print(f"f at 1063 K: {formula(1063):.4f}")
print(f"f at 1083 K: {formula(1083):.4f}")
print(f"f, site density falling linearly to 0: {f_falling:.4f}")
print(f"occupied share of layer sites: {C_layer/LAYER_SITES:.2e}")
print(f"initial iron for atoms = layer sites: {start_full:.3e} cm^-3")
print(f"f there, saturation quadratic: {f_full:.4f}")
print(f"f there, counting 4000 atoms: {f_full_count:.4f}")
print(f"iron diffusivity prefactor (rough): {D_PREFACTOR:.0e} cm^2/s")
print(f"iron migration energy (rough): {D_BARRIER:.2f} eV")
print(f"iron diffusivity at anneal: {D:.3e} cm^2/s")
print(f"slowest-mode root q: {q:.4f}")
print(f"slowest time tau, formula: {tau:.1f} s")
print(f"slowest time tau, cells: {tau_grid:.1f} s")
print(f"wafer fraction after 300 s: {share_5:.4f}")
print(f"wafer fraction after 1800 s: {share_30:.6f}")
print(f"time to come within 10 percent of f: {time_near:.0f} s")
print(f"barrier transfer velocity D/t_wafer: {velocity:.2e} cm/s")
print(f"slowest time with that barrier: {tau_blocked:.1f} s")
print(f"f after cooling to 773 K at 10 K/min: {slow:.2e}")
print(f"f after cooling to 773 K at 1000 K/min: {fast:.4f}")
print(f"equilibrium f at 973 K: {formula(973):.5f}")
print("tests ok")
```

It prints:

```
wafer thickness: 160 um
layer thickness: 150 nm
thickness ratio layer/wafer: 9.3750e-04
anneal temperature: 1073 K
thermal energy kT: 0.09246 eV
binding free energy: 1.50 eV
wafer site density: 5.0e+22 cm^-3
layer site density: 1.0e+20 cm^-3
initial iron in wafer: 1.0e+12 cm^-3
rough iron solubility at anneal: 3e+12 cm^-3
Boltzmann factor exp(E/kT): 1.1101e+07
partition coefficient K: 2.2202e+04
r = K * thickness ratio: 20.814
wafer fraction f, formula: 0.045842
f, counting 50 atoms: 0.045843
f, common chemical potential: 0.045842
final iron in wafer: 4.584e+10 cm^-3
final iron in layer: 1.018e+15 cm^-3
layer thickness leaving 1 percent: 713 nm
f with binding 1.4 eV: 0.1241
f with binding 1.6 eV: 0.0160
f at 1063 K: 0.0396
f at 1083 K: 0.0529
f, site density falling linearly to 0: 0.0877
occupied share of layer sites: 1.02e-05
initial iron for atoms = layer sites: 9.375e+16 cm^-3
f there, saturation quadratic: 0.1965
f there, counting 4000 atoms: 0.1964
iron diffusivity prefactor (rough): 1e-03 cm^2/s
iron migration energy (rough): 0.67 eV
iron diffusivity at anneal: 7.130e-07 cm^2/s
slowest-mode root q: 1.6008
slowest time tau, formula: 140.1 s
slowest time tau, cells: 140.2 s
wafer fraction after 300 s: 0.1360
wafer fraction after 1800 s: 0.045844
time to come within 10 percent of f: 718 s
barrier transfer velocity D/t_wafer: 4.46e-05 cm/s
slowest time with that barrier: 463.3 s
f after cooling to 773 K at 10 K/min: 4.16e-03
f after cooling to 773 K at 1000 K/min: 0.0403
equilibrium f at 973 K: 0.00899
tests ok
```
